\section*{Electric field gradient from the L=2 potential in a LAPW sphere}

\section{The question}

A nucleus with a quadrupole moment has an energy that depends on its orientation if the electrostatic potential around it curves differently along different directions. The quantity that measures this is the electric field gradient (EFG). In full-potential APW and LAPW calculations, which impose no spherical shape on the potential, the potential is stored in two forms: radial functions times spherical harmonics inside a sphere of radius $R$ around each nucleus, and plane waves in the interstitial region. We ask how the EFG follows from these data, and how much of it comes from the charge inside the sphere.

\section{Conventions and statement}

Put the origin at the nucleus. Let $\rho$ be the charge density, with electrons counted negative, and $V$ the electrostatic potential, positive near a positive charge. If a code stores the potential energy $U=-eV$ of an electron, its second derivatives must be divided by $-e$. Inside the sphere
\begin{equation}
V(\mathbf r)=\sum_{LM}V_{LM}(r)Y_{LM}(\hat{\mathbf r}),\qquad
\rho(\mathbf r)=\sum_{LM}\rho_{LM}(r)Y_{LM}(\hat{\mathbf r}),
\end{equation}
with $\int|Y_{LM}|^2d\Omega=1$ and
\begin{equation}
Y_{20}=\sqrt{\tfrac{5}{16\pi}}\,(3\cos^2\theta-1)=\sqrt{\tfrac{5}{4\pi}}\,P_2(\cos\theta).
\label{y20}
\end{equation}
The Coulomb potential of the nuclear point charge is spherical and does not enter $V_{20}$; it is left out of $V$ when derivatives at the origin are taken. The quadrupole moment of the nucleus itself is not part of $\rho$, because it is the probe and not the source. The EFG is the traceless tensor
\begin{equation}
V_{ij}=\left[\partial_i\partial_jV-\tfrac13\delta_{ij}\nabla^2V\right]_{\mathbf r=0}.
\label{def}
\end{equation}

\paragraph{Theorem.} Assume that (i) $V$ is twice differentiable at the nucleus, (ii) $|\rho_{20}(r)|\le Cr^{\alpha}$ near the nucleus for some $\alpha>0$, and (iii) $V$ obeys Poisson's equation in the sphere and is continuous at $r=R$. Then
\begin{align}
V_{zz}&=\sqrt{\frac5\pi}\,\lim_{r\to0}\frac{V_{20}(r)}{r^2}\label{limit}\\
&=\frac{1}{5\varepsilon_0}\sqrt{\frac5\pi}\int_0^R\frac{\rho_{20}(r)}{r^3}\left[1-\left(\frac rR\right)^5\right]r^2dr
+\sqrt{\frac5\pi}\,\frac{V_{20}(R)}{R^2}.\label{main}
\end{align}
If $V=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ in the interstitial region up to the sphere surface, then
\begin{equation}
V_{20}(R)=-4\pi\sum_{\mathbf G}V_{\mathbf G}\,j_2(GR)\,Y_{20}(\hat{\mathbf G}).
\label{boundary}
\end{equation}

A smooth density satisfies (ii) with $\alpha=2$, since its $L=2$ part begins with quadratic terms in $x,y,z$. Scalar-relativistic radial functions for a point nucleus are not smooth. Their $s$ density diverges weakly at the origin, so (i) fails for the full $V$ and $\rho(0)$ is not finite. The divergent part is spherical and does not enter $V_{20}$. The $p$ density starts as $r^{1.44}$ for $Z=26$ and as $r^{1.26}$ for $Z=80$, so (ii) holds with $\alpha<2$. The limit in \eqref{limit} then still exists and equals \eqref{main}, but the $r^2$ law of Remark 2 does not apply at the smallest radii.

\section{Proof}

\paragraph{Lemma 1 (the limit).} Equation \eqref{limit} holds under assumption (i).

\emph{Proof.} Write $H_{ij}=\partial_i\partial_jV(0)$ and $\mathbf r=r\mathbf n$. Since $H_{ij}=V_{ij}+\frac13\delta_{ij}\,\mathrm{tr}H$, Taylor's theorem gives
\begin{equation}
V(\mathbf r)=V(0)+r\,\mathbf n\cdot\nabla V(0)+\frac{r^2}{6}\,\mathrm{tr}H+\frac{r^2}{2}\sum_{ij}V_{ij}n_in_j+o(r^2).
\end{equation}
Multiply by $Y_{20}$ and integrate over angles. The first and third terms have $L=0$ and the second has $L=1$, so they vanish. In the fourth, the products $n_xn_y$, $n_xn_z$, $n_yn_z$ vary with azimuth as $\sin2\phi$, $\cos\phi$, $\sin\phi$ and integrate to zero. For the squares, $n_z^2=\frac13+\frac23P_2$ and $P_2=\sqrt{4\pi/5}\,Y_{20}$, so
\begin{equation}
\int Y_{20}n_z^2\,d\Omega=\frac23\sqrt{\frac{4\pi}5},\qquad
\int Y_{20}n_x^2\,d\Omega=\int Y_{20}n_y^2\,d\Omega=-\frac13\sqrt{\frac{4\pi}5}.
\label{ang}
\end{equation}
The last two are equal by symmetry about $z$, and all three add to $\int Y_{20}d\Omega=0$. With $V_{xx}+V_{yy}=-V_{zz}$,
\begin{equation}
V_{20}(r)=\frac{r^2}{2}\cdot\frac13\sqrt{\frac{4\pi}5}\,(2V_{zz}-V_{xx}-V_{yy})+o(r^2)
=\sqrt{\frac\pi5}\,V_{zz}\,r^2+o(r^2).
\end{equation}
Division by $\sqrt{\pi/5}\,r^2$ gives \eqref{limit}. $\square$

The removed isotropic part is $\frac13\nabla^2V(0)=-\rho(0)/(3\varepsilon_0)$. It does not distinguish directions and does not orient the nucleus.

\paragraph{Lemma 2 (the radial solution).} For $0<r\le R$,
\begin{align}
V_{20}(r)=\frac1{5\varepsilon_0}\Big[&\frac1{r^3}\int_0^rs^4\rho_{20}\,ds+r^2\int_r^R\frac{\rho_{20}}s\,ds
-\frac{r^2}{R^5}\int_0^Rs^4\rho_{20}\,ds\Big]\nonumber\\
&+V_{20}(R)\frac{r^2}{R^2}.\label{green}
\end{align}

\emph{Proof.} The angular part of the Laplacian multiplies $Y_{2M}$ by $-L(L+1)/r^2=-6/r^2$. The $L=2$, $M=0$ part of $\nabla^2V=-\rho/\varepsilon_0$ is therefore
\begin{equation}
V_{20}''+\frac2rV_{20}'-\frac6{r^2}V_{20}=-\frac{\rho_{20}}{\varepsilon_0}.
\label{radial}
\end{equation}
Without the source, $r^p$ is a solution if $p(p+1)=6$, so $p=2$ or $p=-3$. Set $V_{20}=A(r)r^2+B(r)r^{-3}$ and impose $A'r^2+B'r^{-3}=0$, that is $B'=-r^5A'$. Then $V_{20}'=2rA-3r^{-4}B$. On differentiating again, the terms with undifferentiated $A$ and $B$ cancel in \eqref{radial}, and there remains
\begin{equation}
2rA'-3r^{-4}B'=5rA'=-\frac{\rho_{20}}{\varepsilon_0}
\quad\Rightarrow\quad
A'=-\frac{\rho_{20}}{5\varepsilon_0r},\qquad B'=\frac{r^4\rho_{20}}{5\varepsilon_0}.
\end{equation}
A nonzero $B(0)$ would be a point quadrupole at the origin, which $\rho$ does not contain. Hence
\begin{equation}
B(r)=\frac1{5\varepsilon_0}\int_0^rs^4\rho_{20}\,ds,\qquad
A(r)=A(R)+\frac1{5\varepsilon_0}\int_r^R\frac{\rho_{20}}s\,ds.
\end{equation}
Continuity at $R$ requires $A(R)R^2+B(R)R^{-3}=V_{20}(R)$, so $A(R)=V_{20}(R)/R^2-B(R)/R^5$. Insertion gives \eqref{green}. $\square$

\paragraph{Proof of the theorem.} Divide \eqref{green} by $r^2$. By (ii), for small $r$ the first term is bounded by
\begin{equation}
\frac1{5\varepsilon_0r^5}\int_0^rCs^{4+\alpha}ds=\frac{C\,r^\alpha}{5\varepsilon_0(5+\alpha)}\to0,
\end{equation}
and $\int_0^R\rho_{20}\,ds/s$ converges. Therefore
\begin{equation}
\lim_{r\to0}\frac{V_{20}}{r^2}=\frac1{5\varepsilon_0}\left[\int_0^R\frac{\rho_{20}}s\,ds-\frac1{R^5}\int_0^Rs^4\rho_{20}\,ds\right]+\frac{V_{20}(R)}{R^2}.
\label{lim2}
\end{equation}
Since $1/s=s^2/s^3$ and $s^4/R^5=(s^2/s^3)(s/R)^5$, the bracket is the integral in \eqref{main}. Lemma 1 supplies the factor $\sqrt{5/\pi}$.

For the boundary value, use the Rayleigh expansion
\begin{equation}
e^{i\mathbf G\cdot\mathbf r}=4\pi\sum_{LM}i^Lj_L(Gr)Y^*_{LM}(\hat{\mathbf G})Y_{LM}(\hat{\mathbf r}).
\end{equation}
The coefficient of $Y_{20}(\hat{\mathbf r})$ at $r=R$ carries $i^2=-1$, and $Y_{20}$ is real. This is \eqref{boundary}. The $\mathbf G=0$ term vanishes because $j_2(0)=0$, so the arbitrary constant in $V$ has no effect. If coordinates are measured from another origin and the nucleus sits at $\boldsymbol\tau$, each $V_{\mathbf G}$ acquires the factor $e^{i\mathbf G\cdot\boldsymbol\tau}$. $\square$

\section{Remarks on meaning and validity}

\paragraph{Remark 1 (when the limit fails).} If $\rho_{20}$ tends to a constant $k\ne0$, the density at the nucleus depends on the direction of approach. Then $\int_r^R\rho_{20}\,ds/s$ grows as $-k\ln r$, so that $V_{20}\simeq-(k/5\varepsilon_0)\,r^2\ln r$ and no finite EFG exists.

\paragraph{Remark 2 (approach to the limit).} Let $\rho_{20}\simeq\kappa r^2$. In \eqref{green} divided by $r^2$, the first term is $\kappa r^2/(35\varepsilon_0)$, and the second falls short of its value at $r=0$ by $\kappa r^2/(10\varepsilon_0)$. To this order
\begin{equation}
\frac{V_{20}(r)}{r^2}=\lim_{r\to0}\frac{V_{20}}{r^2}-\frac{\kappa r^2}{14\varepsilon_0},
\qquad\frac1{10}-\frac1{35}=\frac1{14}.
\label{slope}
\end{equation}
Reading the ratio at a finite radius leaves this error; the integral form \eqref{main} does not have it.

\paragraph{Remark 3 (what the boundary term contains).} The last term of \eqref{main} is not the field gradient of the outside charges alone, unless the charge inside the sphere has no $L=2$, $M=0$ moment. Let $V^{\rm in}$ be the free-space potential of the charge inside the sphere. For $r\ge R$ its $L=2$ part is proportional to $r^{-3}$, and the solution above gives
\begin{equation}
V^{\rm in}_{20}(R)=\frac1{5\varepsilon_0R^3}\int_0^Rs^4\rho_{20}\,ds.
\end{equation}
The remainder $V-V^{\rm in}$ has no source in the sphere, so its $L=2$, $M=0$ part is $A_{\rm out}r^2$ there. Hence $V_{20}(R)/R^2=V_{20}^{\rm in}(R)/R^2+A_{\rm out}$. Substituted in \eqref{lim2}, the two integrals over $s^4\rho_{20}$ cancel:
\begin{equation}
V_{zz}=\frac1{5\varepsilon_0}\sqrt{\frac5\pi}\int_0^R\frac{\rho_{20}}{r^3}\,r^2dr+\sqrt{\frac5\pi}\,A_{\rm out}.
\label{second}
\end{equation}
This is a second split, into the contributions of the charge inside and outside the sphere. The parts of both splits depend in general on the chosen $R$ (those of \eqref{second} change only if $\rho_{20}\ne0$ between the radii compared); the sum does not, because $R$ is absent from \eqref{limit}.

\paragraph{Remark 4 (pseudocharge).} The coefficients $V_{\mathbf G}$ may be computed from a smooth density that replaces the true one inside the spheres, provided all multipole moments about each centre agree. The difference of the two densities then has no moments and is confined to the spheres, so its potential vanishes outside them. Summed over the lattice, this potential is a periodic solution of Poisson's equation, and it can differ from the Fourier solution by no more than a constant. The boundary value \eqref{boundary} is thus unchanged. Inside the sphere the two potentials differ, so the integral in \eqref{main} must use the true $\rho_{20}$.

\paragraph{Remark 5 (principal axis).} $V_{zz}$ refers to the chosen $z$ axis. At a general site all five $V_{2M}$ are needed, and the tensor must be diagonalized. If $z$ is a fourfold axis, the rotation $x\to y$, $y\to-x$ forces $V_{xx}=V_{yy}=-V_{zz}/2$ and $V_{xy}=V_{xz}=V_{yz}=0$. Then $V_{zz}$ is the principal component of largest magnitude.

\paragraph{Remark 6 (one $p_z$ electron).} For angular density $|Y_{10}|^2=(3/4\pi)\cos^2\theta$, equation \eqref{ang} gives $\int Y_{20}|Y_{10}|^2d\Omega=1/\sqrt{5\pi}$. If the orbital lies inside the sphere, the integral in \eqref{second} contributes
\begin{equation}
\frac1{5\varepsilon_0}\sqrt{\frac5\pi}\,\frac{-e}{\sqrt{5\pi}}\,\langle r^{-3}\rangle
=-\frac{e}{4\pi\varepsilon_0}\,\frac45\,\langle r^{-3}\rangle .
\label{pz}
\end{equation}
Negative charge placed along $z$ makes $V_{zz}$ negative.

\section{Worked example}

Take a model tetragonal crystal with $a=4$~\AA\ and $c=5$~\AA. Site A, at the origin, has a spherical Gaussian core of charge $+2e$ and one electron in a $p_z$ orbital, with charge density
\begin{equation}
\rho_p=-\frac{2e}{\pi^{3/2}w^5}\,z^2e^{-r^2/w^2},\qquad w=0.6\ \text{\AA}.
\end{equation}
The body centre B has a spherical Gaussian charge $-e$. Core and B charge vary as $e^{-r^2/u^2}$ with $u=0.4$~\AA. The density is prescribed, not self-consistent.

The normalized Gaussian has Fourier transform $e^{-G^2u^2/4}$. The factor $z^2$ is produced by $-\partial^2/\partial G_z^2$, which turns $e^{-G^2w^2/4}$ into $\frac{w^2}2(1-\frac12G_z^2w^2)e^{-G^2w^2/4}$. Poisson's equation then gives, for $\mathbf G\ne0$ with Miller indices $h,k,l$,
\begin{equation}
V_{\mathbf G}=\frac{e}{\varepsilon_0a^2c\,G^2}\Big[\big(2-(-1)^{h+k+l}\big)e^{-G^2u^2/4}-\big(1-\tfrac12G_z^2w^2\big)e^{-G^2w^2/4}\Big].
\end{equation}
In this model the series holds everywhere, so \eqref{def} can be evaluated directly:
\begin{equation}
V_{zz}=-\sum_{\mathbf G}\left(G_z^2-\tfrac13G^2\right)V_{\mathbf G}=-4.1250\times10^{21}\ \mathrm{V/m^2},
\end{equation}
or $-41.250$~V/\AA$^2$. The plain second derivative is $-3.798\times10^{22}$~V/m$^2$, of which $-3.385\times10^{22}$ is the isotropic part.

For $R=1.5$~\AA\ the boundary value is $V_{20}(R)=-4.3824$~V, and the boundary term is
\begin{equation}
\frac{1.26157\times(-4.3824\ \mathrm V)}{(1.5\times10^{-10}\ \mathrm m)^2}=-0.2457\times10^{21}\ \mathrm{V/m^2}.
\end{equation}
The weighted sphere integral is $-3.8793\times10^{21}$~V/m$^2$, and the sum is $-4.1250\times10^{21}$~V/m$^2$. Three radii give, in $10^{21}$~V/m$^2$:
\begin{center}
\begin{tabular}{ccccc}
$R$ (\AA) & weighted & boundary & pure $\rho_{20}/r^3$ & outside\\
1.2 & $-3.6604$ & $-0.4646$ & $-3.9384$ & $-0.1866$\\
1.5 & $-3.8793$ & $-0.2457$ & $-4.0042$ & $-0.1208$\\
1.8 & $-3.9572$ & $-0.1678$ & $-4.0114$ & $-0.1136$
\end{tabular}
\end{center}
Columns two and three are the split \eqref{main}; columns four and five are \eqref{second}. Each pair adds to $-4.1250$.

A real-space sum separates the sites. The radial weight $r^4e^{-r^2/w^2}$ gives
\begin{equation}
\langle r^{-3}\rangle=\frac{w^2/2}{3\sqrt\pi\,w^5/8}=\frac4{3\sqrt\pi\,w^3}=3.483\ \text{\AA}^{-3},
\end{equation}
and \eqref{pz} yields $-4.0119\times10^{21}$~V/m$^2$ for the on-site electron. Every other ion acts through its charge $q$ and its axial quadrupole $\Theta=\int\rho\,r^2P_2\,d^3r$. Its potential is $(q/r+\Theta P_2/r^3)/(4\pi\varepsilon_0)$. From $\partial_z^2r^{-1}=2P_2/r^3$ and $\partial_z^4r^{-1}=24P_4/r^5$, its contribution to $V_{zz}$ is
\begin{equation}
\frac1{4\pi\varepsilon_0}\left[\frac{2qP_2}{r^3}+\frac{12\,\Theta P_4}{r^5}\right].
\end{equation}
Here $q=+e$, $\Theta=-ew^2$ at A sites and $q=-e$, $\Theta=0$ at B sites. Summed over neutral cells, these terms give $-0.1131\times10^{21}$~V/m$^2$, and the total is again $-4.1250\times10^{21}$. The outside column at $R=1.2$~\AA\ is larger in magnitude than $0.1131$ because it includes the tail of the on-site orbital beyond the sphere: $-4.0119+3.9384=-0.0735$, and $-0.1131-0.0735=-0.1866$.

A narrower cloud, $w=0.3$~\AA\ with $R=1.9$~\AA, lies inside the sphere apart from a negligible Gaussian tail and illustrates Remark 4. The true density gives $V_{zz}=-3.2199\times10^{22}$~V/m$^2$. A pseudocharge with the same charge and quadrupole moment, whose spherical part varies as $e^{-r^2/v^2}$ and whose $L=2$ part varies as $r^2e^{-r^2/v^2}Y_{20}$ with $v=0.4$~\AA, reproduces $V_{20}(R)=-3.2573$~V. With the pseudocharge in place of the true cloud at every A site, the field gradient of the crystal at the nucleus is only $-0.772\times10^{22}$~V/m$^2$, a value that depends on the radial form chosen for the pseudocharge, but the boundary value of that potential combined with the true $\rho_{20}$ in \eqref{main} returns $-3.2199\times10^{22}$. The outside part of \eqref{second} is $-1.0336\times10^{20}$~V/m$^2$, in agreement with the real-space sum over the other sites. The numerical check tests these agreements, the finite-radius solution \eqref{green} and the slope in \eqref{slope}.

\section*{Values computed for the example and the checks}
\begin{verbatim}
a = 4.00 angstrom, c = 5.00 angstrom
p cloud width w = 0.60 angstrom
core and B width = 0.40 angstrom
sqrt(5/pi) = 1.261566
V_zz, tensor sum over G = -4.125001e+21 V/m^2
V_zz, converted = -41.2500 V/angstrom^2
sqrt(5/pi) V_20/r^2 at r=0.4 angstrom = -3.04715e+21 V/m^2
sqrt(5/pi) V_20/r^2 at r=0.2 angstrom = -3.81995e+21 V/m^2
sqrt(5/pi) V_20/r^2 at r=0.1 angstrom = -4.04625e+21 V/m^2
V_zz, extrapolated limit = -4.125000e+21 V/m^2
slope of V_20/r^2 in r^2 = 6.3063e+41 V/m^4
-kappa/(14 eps0) = 6.3097e+41 V/m^4
plain second derivative = -3.79755e+22 V/m^2
isotropic part -rho(0)/(3 eps0) = -3.38505e+22 V/m^2
R = 1.2 angstrom:
  V_20(R) = -5.30363 V
  weighted sphere integral = -3.66036e+21 V/m^2
  boundary term = -4.64645e+20 V/m^2
  pure rho_20/r^3 integral = -3.93844e+21 V/m^2
  outside contribution = -1.86566e+20 V/m^2
  sum = -4.125001e+21 V/m^2
R = 1.5 angstrom:
  V_20(R) = -4.38237 V
  weighted sphere integral = -3.87928e+21 V/m^2
  boundary term = -2.45718e+20 V/m^2
  pure rho_20/r^3 integral = -4.00417e+21 V/m^2
  outside contribution = -1.20830e+20 V/m^2
  sum = -4.125001e+21 V/m^2
R = 1.8 angstrom:
  V_20(R) = -4.30928 V
  weighted sphere integral = -3.95721e+21 V/m^2
  boundary term = -1.67791e+20 V/m^2
  pure rho_20/r^3 integral = -4.01142e+21 V/m^2
  outside contribution = -1.13580e+20 V/m^2
  sum = -4.125001e+21 V/m^2
V_20(0.7 angstrom), radial solution = -6.603619 V
V_20(0.7 angstrom), projection = -6.603619 V
<r^-3> of the p orbital = 3.48265 angstrom^-3
on-site p electron, all space = -4.01192e+21 V/m^2
all other sites, real space = -1.13085e+20 V/m^2
V_zz, real-space total = -4.125001e+21 V/m^2
Compact cloud: w = 0.30, R = 1.90 angstrom
  pseudocharge width = 0.40 angstrom
  V_20(R), true density = -3.257322 V
  V_20(R), pseudocharge = -3.257322 V
  V_zz, true density = -3.219869e+22 V/m^2
  V_zz, split with pseudo boundary = -3.219869e+22 V/m^2
  V_zz, pseudocharge alone = -7.71974e+21 V/m^2
  boundary term = -1.13832e+20 V/m^2
  outside contribution = -1.03364e+20 V/m^2
  other sites, real space = -1.03364e+20 V/m^2
\end{verbatim}
